# Subthreshold Swing Floor from a Conducting Exponential Band Tail, part 1

(Sections cited here and not found follow in the second part.)

## I. Carrier density and its logarithmic slope

**The form of the answer.** The subthreshold swing $S=dV_g/d\log_{10}I$ is the gate voltage needed to change the drain current $I$ by a factor of ten. Consider an n-channel transistor in which $I$ is proportional to the density $n$ of electrons in the channel. Let $x$ be the Fermi level measured from the band edge, so that $x<0$ below threshold. If the channel charge is too small to affect the electrostatics, a change $dV_g$ of the gate voltage moves $x$ by $q\,dV_g/m_0$, where $q>0$ is the elementary charge and $m_0\ge 1$ is a number called the body factor. Then

$$S=\ln 10\;\frac{m_0}{q}\,\lambda ,\qquad \lambda=\frac{n}{dn/dx}. \tag{1}$$

The quantity $\lambda$ is an energy. For independent electrons, a constant factor multiplying the density of states cancels in it. If the states below the edge form an exponential tail of width $w=kT_0$, the energies left are $kT$, $w$ and $x$, so

$$\lambda=w\,F\!\left(\frac{T}{T_0},\frac{x}{w}\right) \tag{2}$$

with a dimensionless function $F$. If $F$ has a finite, nonzero limit as $T\to0$ deep below the edge, the swing there must be a number times $m_0kT_0/q$.

A symmetry fixes that number. Suppose that the density of states were $g_0e^{\varepsilon/w}$ at all energies $\varepsilon$ that matter. Moving the Fermi level up by $s$ is then equivalent to moving all states down by $s$, and this multiplies the density of states by $e^{s/w}$. Therefore

$$n(x+s)=e^{s/w}\,n(x), \tag{3}$$

and differentiation with respect to $s$ at $s=0$ gives $dn/dx=n/w$, so $\lambda=w$ and $F=1$. The temperature has dropped out. This argument needs the integral for $n$ to converge over an unlimited exponential. At high energy the occupation falls as $e^{-\varepsilon/kT}$ while the density of states grows as $e^{\varepsilon/w}$. The product is integrable if $kT<w$ and not otherwise. The symmetry thus points to a change of behaviour at $T=T_0$. What remains is to find how the band edge spoils the symmetry, and what happens above $T_0$.

**Model and conventions.** Energies $\varepsilon$ are measured from the edge of the lowest two-dimensional subband. The density of states per area is

$$g(\varepsilon)=\begin{cases} g_0\,e^{\varepsilon/w}, & \varepsilon<0,\\ g_0, & \varepsilon\ge 0.\end{cases} \tag{4}$$

It is continuous at the edge and constant above it. For a parabolic subband with in-plane mass $m_t$, spin degeneracy 2 and $g_v$ equivalent valleys, counting one state per $(2\pi)^2$ of wave-vector area gives $g_0=2g_v\,m_t/(2\pi\hbar^2)=g_vm_t/(\pi\hbar^2)$.

Tail and band are assumed to share one Fermi level, which out of equilibrium means one local quasi-Fermi level. The occupation is

$$f(\varepsilon-x)=\frac{1}{1+e^{(\varepsilon-x)/kT}} . \tag{5}$$

This treats the electrons as independent. A strongly localised state that can hold one electron but not two would need different statistics. In the worked example of part II this is the likely case at low temperature: the gate-screened repulsion of two electrons in one state is about 6 meV for a radius of 10 nm and about 50 meV for 3 nm, far above $kT$ at 4.2 K. The symmetry (3) holds for any occupation that depends on $\varepsilon-x$ alone, so the deep limit below $T_0$ is unaffected. With one-electron tail sites of degeneracy 2 or 4, the swing of that example for a conducting tail is unchanged up to 20 K and rises by 1 to 2% at $T_0$. The total density is divided at the edge into a band part and a tail part, $n=n_b+n_t$:

$$n_b=g_0\int_0^\infty f(\varepsilon-x)\,d\varepsilon,\qquad n_t=g_0\int_{-\infty}^0 e^{\varepsilon/w}f(\varepsilon-x)\,d\varepsilon . \tag{6}$$

The band integral is elementary. The function $-kT\ln\!\left(1+e^{-(\varepsilon-x)/kT}\right)$ has the derivative $e^{-(\varepsilon-x)/kT}/(1+e^{-(\varepsilon-x)/kT})=f(\varepsilon-x)$ and vanishes as $\varepsilon\to\infty$. Subtracting its value at $\varepsilon=0$ gives

$$n_b=g_0kT\ln\!\left(1+e^{x/kT}\right). \tag{7}$$

**The slope identity.** The Fermi level enters through $\varepsilon-x$, so $\partial f/\partial x=-\partial f/\partial\varepsilon$, and

$$\frac{dn}{dx}=-\int_{-\infty}^{\infty}g(\varepsilon)\,\frac{\partial f}{\partial\varepsilon}\,d\varepsilon . \tag{8}$$

Integrate by parts separately below and above the edge. The boundary terms are

$$-\Big[g f\Big]_{-\infty}^{0^-}-\Big[g f\Big]_{0^+}^{\infty}=-g(0^-)f(-x)+g(0^+)f(-x)=0. \tag{9}$$

The contribution at $-\infty$ vanishes because $g\to0$, the one at $+\infty$ because $f\to0$, and the two at the edge cancel because $g$ is continuous. The remaining integral contains $dg/d\varepsilon$, which is $g/w$ in the tail and zero in the band. Hence

$$\frac{dn}{dx}=\frac{1}{w}\int_{-\infty}^{0}g(\varepsilon)f(\varepsilon-x)\,d\varepsilon=\frac{n_t}{w}, \tag{10}$$

and, from the definition of $\lambda$ in (1),

$$\lambda=\frac{w\,n}{n_t}=w\left(1+\frac{n_b}{n_t}\right). \tag{11}$$

Within the model (4)–(6), this holds at every temperature and for either sign of $x$. The effect of the edge on the symmetry (3) is contained in one ratio, that of band carriers to tail carriers. When nearly all the carriers are in the tail, $\lambda$ is close to $w$.

The identity was tested by finite differences of the density, with the tail part integrated numerically and the band part taken from (7), for $w=4$ meV, at temperatures of 4.2, 20, 46.4, 77 and 300 K and Fermi levels of $-100$, $-30$, $-5$ and $+10$ meV. The slope agreed with (10) to within one part in $10^5$ in all these cases.

**Two lower bounds.** Since $n_b\ge0$, equation (11) gives $\lambda\ge w$. A second bound follows from the Fermi function. Differentiating (5),

$$-\frac{\partial f}{\partial\varepsilon}=\frac{1}{kT}\,\frac{e^{(\varepsilon-x)/kT}}{\left(1+e^{(\varepsilon-x)/kT}\right)^2}=\frac{f(1-f)}{kT}. \tag{12}$$

Because $1-f\le1$, inserting this in (8) gives

$$\frac{dn}{dx}=\frac{1}{kT}\int g\,f(1-f)\,d\varepsilon\le\frac{n}{kT}, \tag{13}$$

so that $\lambda\ge kT$. Both bounds hold together:

$$\lambda\ \ge\ k\max(T,T_0). \tag{14}$$

The bound (13) does not depend on the density of states: no distribution of independent levels makes the density respond to the Fermi level more steeply than $e^{x/kT}$. The bound $\lambda\ge w$ belongs to the exponential tail. Which of the two is approached depends on where the carriers sit.

**Where the carriers sit.** In the tail, the occupied density per energy is $g_0e^{\varepsilon/w}f(\varepsilon-x)$. From (12), $\partial\ln f/\partial\varepsilon=-(1-f)/kT$, so its logarithmic derivative is

$$\frac{1}{w}-\frac{1-f}{kT}. \tag{15}$$

Write $a=T/T_0=kT/w$. For $a<1$ the derivative vanishes where $1-f=a$, that is, at

$$\varepsilon^*=x+kT\ln\frac{a}{1-a}. \tag{16}$$

For $a\le0.9$ this lies within $2w$ of the Fermi level. Above this maximum the occupied density decays over an energy $wa/(1-a)$, which is below $w$ for $a<1/2$ but reaches $9w$ at $a=0.9$. If the depth is large compared with this energy, the electrons occupy states tied to the Fermi level, and when this level rises they follow it into a region with more states. The growth of the density is that of the density of states. For $a>1$, expression (15) is positive throughout the tail, because $(1-f)/kT<1/kT<1/w$. The occupied density then increases all the way to the edge. It decays below the edge over an energy $wa/(a-1)$, which is large close to $T_0$. If the depth is large compared with this energy, the tail electrons collect within about this energy below the edge, while a fraction of all electrons that tends to $(a-1)/a$, as (25) will show, lies in the band within a few $kT$ above it. Both groups are far above the Fermi level, and their number follows the Boltzmann factor.

**Deep limit below $T_0$.** Let $x=-|x|$ with $|x|$ large. For $0<a<1$, write the tail integral in (6) as the integral over the unlimited exponential minus the part above the edge:

$$\frac{n_t}{g_0}=\int_{-\infty}^{\infty}e^{\varepsilon/w}f\,d\varepsilon-\int_0^\infty e^{\varepsilon/w}f\,d\varepsilon . \tag{17}$$

In the first integral put $\varepsilon=x+kT\,t$. It becomes $kT\,e^{x/w}J(a)$ with

$$J(a)=\int_{-\infty}^{\infty}\frac{e^{at}}{1+e^{t}}\,dt . \tag{18}$$

To evaluate $J$, integrate the same function counter-clockwise around the rectangle with corners $\pm R$ and $\pm R+2\pi i$. On the vertical sides the integrand is of order $e^{-(1-a)R}$ on the right and $e^{-aR}$ on the left, and both vanish as $R\to\infty$. On the upper side $e^{at}$ has the additional factor $e^{2\pi ia}$, the denominator is unchanged, and the direction is reversed. The only pole inside is at $t=i\pi$. Its residue is the numerator divided by the derivative of the denominator, $e^{i\pi a}/e^{i\pi}=-e^{i\pi a}$. Thus

$$\left(1-e^{2\pi ia}\right)J=-2\pi i\,e^{i\pi a}. \tag{19}$$

Dividing by $e^{i\pi a}$ turns the bracket into $e^{-i\pi a}-e^{i\pi a}=-2i\sin\pi a$, so $J=\pi/\sin\pi a$.

The second integral in (17) is bounded by using $f<e^{-(\varepsilon-x)/kT}$:

$$0<\int_0^\infty e^{\varepsilon/w}f\,d\varepsilon<\frac{e^{x/kT}}{1/kT-1/w}=\frac{kT}{1-a}\,e^{-|x|/kT}. \tag{20}$$

Compared with the first integral, this is smaller by at least the factor $\dfrac{\sin\pi a}{\pi(1-a)}\,e^{-(|x|/kT)(1-a)}$, where $|x|/w=a|x|/kT$ has been used in the exponent. It becomes negligible at large depth, and

$$n_t\simeq g_0w\,\frac{\pi a}{\sin\pi a}\,e^{-|x|/w}\qquad(T<T_0). \tag{21}$$

For the band carriers, $\ln(1+y)\simeq y$ at small $y$ reduces (7) to $n_b\simeq g_0kT\,e^{-|x|/kT}$. With $kT=aw$, the ratio is

$$\frac{n_b}{n_t}\simeq\frac{\sin\pi a}{\pi}\,\exp\!\left[-\frac{|x|}{kT}(1-a)\right]\qquad(T<T_0). \tag{22}$$

At any fixed $T<T_0$ this tends to zero with depth, and $\lambda\to w$. Saturation in the deep limit therefore does not require $T$ to be far below $T_0$. A low temperature makes the limit accurate at a smaller depth.

**At $T_0$.** For $a=1$ the tail integral is elementary. With $y=e^{\varepsilon/w}$ and $d\varepsilon=w\,dy/y$,

$$\frac{n_t}{g_0}=w\int_0^1\frac{dy}{1+y\,e^{|x|/w}}=w\,e^{-|x|/w}\ln\!\left(1+e^{|x|/w}\right). \tag{23}$$

At large depth the logarithm tends to $|x|/w$, so $n_t\simeq g_0|x|e^{-|x|/w}$, while $n_b\simeq g_0we^{-|x|/w}$. Therefore

$$\frac{n_b}{n_t}\simeq\frac{w}{|x|}\qquad(T=T_0). \tag{24}$$

The limit $\lambda\to w$ is still reached, but algebraically.

**Deep limit above $T_0$.** For $a>1$, use the identity $f=e^{-(\varepsilon-x)/kT}(1-f)$. After division by $e^{x/kT}$ the tail integrand is $e^{\varepsilon(1/w-1/kT)}(1-f)$. The exponential is integrable over $\varepsilon<0$ because $1/w>1/kT$, and at each fixed $\varepsilon$ the factor $1-f$ tends to 1 as $x\to-\infty$. Since this factor never exceeds 1, the limit may be taken under the integral, with the result

$$n_t\simeq g_0\,\frac{e^{-|x|/kT}}{1/w-1/kT}=\frac{g_0kT}{a-1}\,e^{-|x|/kT},\qquad \frac{n_b}{n_t}\simeq a-1\qquad(T>T_0). \tag{25}$$

Equation (11) then gives $\lambda\to wa=kT$, the thermal value. Together, (22), (24) and (25) show that the bound (14) is the deep limit at every temperature.

**Rounding and the end of the tail.** At finite depth the corner at $T_0$ is rounded. Below $T_0$, the exponent in (22) is of order one when $1-a\approx w/|x|$, which estimates the relative width of the rounded region.

A real tail also ends somewhere. If it is cut off abruptly at $\varepsilon=-D$, then at $T=0$ and for $-D<x<0$ the density is $g_0w(e^{x/w}-e^{-D/w})$, its slope is $g_0e^{x/w}$, and

$$\lambda=w\left[1-e^{-(x+D)/w}\right]. \tag{26}$$

This is below $w$: the cut-off breaks the continuity used in (9). The floor survives if the Fermi level stays several $w$ above the end of the tail.

## II. The transistor

**Symbols and results carried over.** The tail width is $w=kT_0$, and $a=T/T_0$. The Fermi level relative to the band edge is $x$, negative below threshold, and $|x|$ is called the depth. The density of states is $g_0$ above the edge and $g_0e^{\varepsilon/w}$ below it. The band and tail densities are $n_b$ and $n_t$, with $n=n_b+n_t$. The results needed are $dn/dx=n_t/w$ from (10), $n/(dn/dx)=w(1+n_b/n_t)\ge k\max(T,T_0)$ from (11) and (14), and the deep limits (22), (24) and (25).

**Gate electrostatics.** Let $\psi$ be the electrostatic potential at the semiconductor surface. Raising $\psi$ lowers the band edge for electrons by $q\psi$, so at a fixed Fermi level $dx=q\,d\psi$, provided the confinement energy of the subband does not change with $\psi$. The mobile charge is placed at the interface. The size of both approximations is given under the neglected effects below. The charge on the gate balances the depletion charge and the mobile charge $qn$. With gate capacitance $C_{ox}$ and depletion capacitance $C_d$ per area, a small change obeys

$$C_{ox}(dV_g-d\psi)=C_d\,d\psi+q\,dn . \tag{27}$$

Division by $C_{ox}$ gives

$$dV_g=m_0\,d\psi+\frac{q}{C_{ox}}\,dn,\qquad m_0=1+\frac{C_d}{C_{ox}} . \tag{28}$$

Here $C_d$ is treated as constant over the range of $\psi$ considered.

**Current.** Assume that tail and band electrons have the same constant mobility $\mu$. The electron flux along the channel coordinate $y$ is $-(\mu/q)\,n\,dE_F/dy$. In a stretch of constant $\psi$, the same flux can be written as diffusion, $-D_n\,dn/dy$ with $dn=(dn/dx)\,dE_F$. Equating the two gives the Einstein relation for this density of states,

$$\frac{D_n}{\mu}=\frac{1}{q}\,\frac{n}{dn/dx}=\frac{kT_0}{q}\left(1+\frac{n_b}{n_t}\right). \tag{29}$$

When the tail dominates, $kT_0$ replaces $kT$.

For a drain voltage $V_d\ll kT_0/q$ the density is nearly uniform, and $I=q\mu(W/L)nV_d$ for a gate of width $W$ and length $L$. At fixed $V_d$, $d\ln I=dn/n$. Using (28) with $d\psi=dx/q$,

$$S=\ln10\;n\,\frac{dV_g}{dn}=\ln10\left[\frac{m_0}{q}\,\frac{n}{dn/dx}+\frac{qn}{C_{ox}}\right]. \tag{30}$$

With (11) this becomes

$$S=\ln10\left[m_0\,\frac{kT_0}{q}\left(1+\frac{n_b}{n_t}\right)+\frac{qn}{C_{ox}}\right]. \tag{31}$$

The last term is the gate voltage spent on charging the channel. It is positive, so (14) gives

$$S\ \ge\ \ln10\;\frac{m_0k}{q}\,\max(T,T_0), \tag{32}$$

with equality approached deep below threshold. Below $T_0$ the floor is $m_0(kT_0/q)\ln10$. Above $T_0$ the deep limit is the usual thermal law. Close to $T_0$ it is approached slowly: in the device below, read at $10^9$ cm$^{-2}$, the swing exceeds it by 9% at 50 K, 4% at 60 K and 1.3% at 77 K.

For small drain voltage and equal, constant mobility in tail and band, the swing obeys the lower bound (32), which is approached deep below threshold and becomes independent of temperature below $T_0$. What remains is to treat finite drain voltage and a less mobile tail, to work through a numerical example, and to examine the comparison with real devices and the neglected effects.
